# Wetting potential and the threshold for stabilising a stressed film

## Definitions and conventions

A solid film of mean thickness $h_0$ lies on a deep substrate. Its surface is $z=h_1(x,y,t)$, where $z$ is measured upward from the mean surface, so the local thickness is $h=h_0+h_1$. The solid occupies $z<h_1$, and the flat film-substrate interface is at $z=-h_0$.

The film is coherent with the substrate. When flat, it carries the equal in-plane stresses $\sigma_{xx}=\sigma_{yy}=\sigma_0\neq0$ and no stress on horizontal planes. Tension is positive. The flat substrate is unstressed. Both solids are linearly elastic and isotropic, with the same Young's modulus $E$ and Poisson's ratio $\nu$.

The free energy is

$$F[h]=F_{\rm el}[h]+\int\left[\gamma\sqrt{1+|\nabla h|^2}+W(h)\right]dx\,dy .$$

Here $F_{\rm el}$ is the elastic energy at mechanical equilibrium, and $\gamma>0$ is a surface energy independent of orientation and strain. Surface stress is neglected in the mechanical balance. The wetting potential $W(h)$ is an energy per projected area. It contains the thickness dependence that is not elastic, and primes on $W$ denote derivatives with respect to $h$.

Matter moves by surface diffusion with constant mobility $M>0$, without deposition or evaporation. For a ripple

$$h_1=\varepsilon(t)\cos kx,\qquad k>0,$$

the result to be derived is

$$\frac{\dot\varepsilon}{\varepsilon}=s(k)=Mk^2\left[ak-\gamma k^2-W''(h_0)\right],\qquad a=\frac{2(1-\nu^2)\sigma_0^2}{E}.$$

All ripples decay if and only if $W''(h_0)>a^2/(4\gamma)$. This is a statement about linear stability: $\varepsilon$ must be small compared with $1/k$, with $h_0$, and with the thickness over which $W$ varies.

## Stress under a ripple

Let $\delta\sigma_{ij}$ be the change of stress from the flat state. The flat film's stress exerts no traction on the horizontal interface. Continuity of total traction there therefore means continuity of $\delta\sigma_{xz}$ and $\delta\sigma_{zz}$. The added displacement is also continuous, and the elastic constants are equal. The interface is thus invisible to the added field, which is that of a uniform half-space. This is why $h_0$ will not appear in $a$.

The surface normal is proportional to $(-\partial_xh_1,0,1)$. Zero total traction gives

$$-(\sigma_0+\delta\sigma_{xx})\partial_xh_1+\delta\sigma_{xz}=0,$$
$$-\delta\sigma_{xz}\partial_xh_1+\delta\sigma_{zz}=0 .$$

Both $\delta\sigma_{ij}$ and $\partial_xh_1$ are of order $\varepsilon$. Their products are dropped, and evaluating the stresses at $z=0$ instead of $z=h_1$ also costs only second order. Hence, at $z=0$,

$$\delta\sigma_{xz}=\sigma_0\partial_xh_1=-\sigma_0k\varepsilon\sin kx,\qquad \delta\sigma_{zz}=0 .$$

There is no added displacement along the ridges, so the problem is one of plane strain. Equilibrium is satisfied by an Airy function $\phi$ with

$$\delta\sigma_{xx}=\partial_z^2\phi,\qquad \delta\sigma_{zz}=\partial_x^2\phi,\qquad \delta\sigma_{xz}=-\partial_x\partial_z\phi .$$

Compatibility of the strains requires $\nabla^4\phi=0$. For a factor $\cos kx$ this is $(\partial_z^2-k^2)^2\phi=0$, whose solutions decaying into the solid are

$$\phi=(A+Bz)e^{kz}\cos kx .$$

At $z=0$, $\delta\sigma_{zz}=-k^2A\cos kx$, so $A=0$. The shear stress is then

$$\delta\sigma_{xz}=kB(1+kz)e^{kz}\sin kx .$$

Matching it at $z=0$ gives $kB=-\sigma_0k\varepsilon$, or $B=-\sigma_0\varepsilon$. Differentiating twice with respect to $z$,

$$\delta\sigma_{xx}=-\sigma_0\varepsilon(2k+k^2z)e^{kz}\cos kx .$$

At the surface,

$$\delta\sigma_{xx}=-2\sigma_0k\varepsilon\cos kx .$$

At a crest the change opposes $\sigma_0$, so the stress is relaxed. In a trough its magnitude increases. This holds for tension and compression alike.

## From stress to elastic driving force

The elastic part of the driving force is the change of $F_{\rm el}$ when material is added at the surface. For a given shape, $F_{\rm el}$ is the minimum of the stored energy over displacements, with the distant boundaries held fixed. A small shape change $\delta h$ alters the energy in two ways:

- The solid gains volume, which contributes $\int w\,\delta h\,dx\,dy$, where $w$ is the elastic energy density at the surface. The added material is coherent with the film.
- The displacement readjusts. This contributes nothing at first order, because the displacement was already at a minimum with a traction-free surface.

Therefore $\delta F_{\rm el}/\delta h=w$.

To find $w$ to first order, the surface strain is needed. Let $\delta e_{ij}$ be the added strain. Since $\delta e_{yy}=0$ and $\delta\sigma_{zz}=0$ at the surface, Hooke's law gives $\delta\sigma_{yy}=\nu\,\delta\sigma_{xx}$, and so

$$\delta e_{xx}=\frac{\delta\sigma_{xx}-\nu\,\delta\sigma_{yy}}{E}
=\frac{1-\nu^2}{E}\,\delta\sigma_{xx}.$$

The first-order change of energy density is the initial stress times the added strain:

$$\delta w=\sigma_0\delta e_{xx}+\sigma_0\delta e_{yy}
=\sigma_0\delta e_{xx}
=-\frac{2(1-\nu^2)\sigma_0^2}{E}k\varepsilon\cos kx .$$

There is no $\delta e_{zz}$ term because the initial vertical stress is zero. With the definition of $a$,

$$\delta w=-ak\varepsilon\cos kx .$$

The corresponding energy follows by growing the ripple from zero amplitude. With angle brackets for an average over a wavelength and $w_0$ for the flat film's energy density,

$$\frac{d}{d\varepsilon}\frac{F_{\rm el}}{\text{area}}
=\left\langle(w_0-ak\varepsilon\cos kx)\cos kx\right\rangle
=-\frac{ak\varepsilon}{2}.$$

Integration gives a change of $-ak\varepsilon^2/4$ per area. The stored elastic energy falls when the surface ripples at fixed volume.

A finite-element calculation of a corrugated, prestressed film tested this coefficient without using the Airy solution. The predicted value of $aE/\sigma_0^2$ is $1.875$. The energy release gave $1.873$ at $kh_0=0.127$ and $1.872$ at $kh_0=1$. Both are within $0.2\%$ of the prediction, which supports the absence of $h_0$ from $a$ when the elastic constants are equal.

## Capillarity and wetting

For small slopes,

$$\gamma\sqrt{1+(\partial_xh_1)^2}
=\gamma+\frac{\gamma}{2}(\partial_xh_1)^2+\cdots .$$

Since $\langle(\partial_xh_1)^2\rangle=k^2\varepsilon^2/2$, the capillary cost is $\gamma k^2\varepsilon^2/4$ per area. The wetting potential is expanded as

$$W(h_0+h_1)=W(h_0)+W'(h_0)h_1+\tfrac12W''(h_0)h_1^2+\cdots .$$

The linear term averages to zero because the ripple conserves volume. The quadratic term costs $W''\varepsilon^2/4$. Adding all three parts,

$$\frac{\Delta F}{\text{area}}
=\frac{\varepsilon^2}{4}\left[\gamma k^2+W''(h_0)-ak\right].$$

The slope $W'$ gives the change of wetting energy when a uniform film thickens, but it drops out of the energy of a ripple. The curvature $W''$ remains. If $W''>0$, the wetting energy averaged over crests and troughs is higher than that of the flat film, whatever the sign of $W'$.

## Growth rate

The potential that drives diffusion is $\delta F/\delta h$, an energy per volume. Its ripple part is the sum of $-ak h_1$ from elasticity, $-\gamma\partial_x^2h_1=\gamma k^2h_1$ from capillarity, and $W''h_1$ from wetting:

$$\delta\!\left(\frac{\delta F}{\delta h}\right)
=\left[\gamma k^2+W''(h_0)-ak\right]h_1 .$$

The uniform parts $w_0$, $W'(h_0)$ drive no flux. Volume flows down the gradient of the potential, $\mathbf J=-M\nabla(\delta F/\delta h)$, and conservation requires $\partial_th=-\nabla\cdot\mathbf J$. Thus

$$\partial_t h=M\nabla^2\frac{\delta F}{\delta h}.$$

The difference between gradients along the true surface and in the plane is of higher order. On a cosine, $\nabla^2$ gives $-k^2$, so

$$\dot\varepsilon=-Mk^2\left[\gamma k^2+W''(h_0)-ak\right]\varepsilon ,$$

which is the stated $s(k)$.

The same rate applies to a wave in any in-plane direction, because the initial stress, the elastic constants, $\gamma$ and $M$ are all isotropic in the plane. A general small roughness is a sum of such waves, which evolve independently in the linear equation. The criterion therefore covers two-dimensional roughness as well as parallel ridges.

## The stability threshold

Define $k_c=a/(2\gamma)$. Expanding a square gives

$$-\gamma(k-k_c)^2=-\gamma k^2+2\gamma k_ck-\gamma k_c^2
=-\gamma k^2+ak-\frac{a^2}{4\gamma}.$$

The growth rate can therefore be written

$$s(k)=Mk^2\left[\frac{a^2}{4\gamma}-W''(h_0)-\gamma(k-k_c)^2\right].$$

If $W''>a^2/(4\gamma)$, the bracket is negative for every $k$, and all ripples with $k>0$ decay. Conversely, if $W''<a^2/(4\gamma)$, the ripple at $k_c$ grows. At equality, $k_c$ neither grows nor decays at linear order, while every other $k>0$ decays. This proves the criterion in both directions.

The converse uses the fact that a laterally unbounded film admits the wavenumber $k_c$. In a finite periodic area the allowed wavenumbers are discrete. The inequality then remains sufficient, but a smaller $W''$ may be enough if no allowed wave lies in the unstable band.

The three terms scale as $k^0$, $k$ and $k^2$. Wetting controls long waves and capillarity controls short ones. Stress has its best chance in between, where $ak-\gamma k^2$ reaches its maximum $a^2/(4\gamma)$. Without wetting, all waves with $0<k<a/\gamma$ grow, however small the stress.

The uniform mode $k=0$ is neutral because diffusion conserves volume. Long ripples also decay slowly: as $k\to0$, $s\simeq-MW''k^2$. An unbounded stable film consequently has no common minimum decay rate.

The threshold comes from the energy, while the factor $Mk^2$ comes from the transport. Suppose instead that the surface exchanges matter with a reservoir in equilibrium with the flat film, at a rate proportional to the potential difference with coefficient $\Gamma>0$. Then

$$s(k)=\Gamma\left[ak-\gamma k^2-W''(h_0)\right],$$

and the threshold for ripples is unchanged.

## Below and just above the threshold

Let $r=4\gamma W''/a^2$ be the ratio of $W''$ to its threshold. For $0<r<1$, the zeros of the bracket are

$$k_\pm=\frac{a\pm\sqrt{a^2-4\gamma W''}}{2\gamma}
=k_c\left(1\pm\sqrt{1-r}\right),$$

and ripples with $k_-<k<k_+$ grow. To find the fastest one, differentiate:

$$\frac{ds}{dk}=Mk\left(3ak-4\gamma k^2-2W''\right).$$

The parenthesis has two positive zeros and is positive between them. The smaller zero is a minimum of $s$, and the larger is the maximum:

$$k_m=\frac{3a+\sqrt{9a^2-32\gamma W''}}{8\gamma}
=\frac{k_c}{4}\left(3+\sqrt{9-8r}\right).$$

As $r\to0$, $k_m\to3a/(4\gamma)$, the result without wetting. As $r\to1$, $k_m\to k_c$ and the band closes. Put $r=1-\eta$ with small $\eta>0$. Then $k_m-k_c\simeq k_c\eta$, so the squared term in $s$ is of order $\eta^2$, and

$$s(k_m)\simeq Mk_c^2\,\frac{a^2}{4\gamma}\,\eta .$$

The growth time diverges as $1/\eta$ at the threshold.

For $1<r<9/8$, $s(k)$ still has a local maximum at $k_m$, but its value is negative. For $r>9/8$ the square root is no longer real, and the decay becomes steadily faster as $k$ increases. If $W''\le0$, wetting cannot stabilise the stressed film: all waves with $0<k<k_+$ grow.

## A critical thickness

Take the decaying potential $W=W_0e^{-h/\delta}$, with $W_0>0$ and range $\delta$. Then

$$W''(h)=\frac{W_0}{\delta^2}e^{-h/\delta}.$$

The stability condition becomes $e^{-h_0/\delta}>a^2\delta^2/(4\gamma W_0)$. Taking logarithms and multiplying by $-\delta$ reverses the inequality:

$$h_0<h_c=\delta\ln\frac{4\gamma W_0}{\delta^2a^2}.$$

If the logarithm is not positive, this potential stabilises no film of positive thickness.

For a misfit strain of magnitude $f$, equal biaxial strain gives $|\sigma_0|=Ef/(1-\nu)$. Thus $a\propto f^2$ and the threshold grows as $f^4$. Halving $f$ divides the threshold by 16 and raises $h_c$ by $\delta\ln16$, provided the other parameters stay fixed.

## Worked example

The following are round model parameters, not those of a particular material: $E=100$ GPa, $\nu=0.25$, $f=0.02$, $\gamma=1$ J/m², $W_0=0.05$ J/m², $\delta=0.5$ nm and $M=10^{-34}$ m⁶/(J s).

The stress is $\sigma_0=100\times0.02/0.75=2.667$ GPa. Hence

$$a=\frac{1.875\,(2.667\times10^9)^2}{10^{11}}
=1.333\times10^8\ \mathrm{J/m^3},$$

$$\frac{a^2}{4\gamma}=4.44\times10^{15}\ \mathrm{J/m^4},\qquad
k_c=6.67\times10^7\ \mathrm{m^{-1}} .$$

The critical wavelength is $2\pi/k_c=94.2$ nm. The argument of the logarithm in $h_c$ is $45.0$, so $h_c=0.5\ln45.0=1.90$ nm. At half the misfit, $h_c=3.29$ nm.

**A film of 1.5 nm.** Here $W''=(2\times10^{17})e^{-3}=9.96\times10^{15}$ J/m⁴, which is $2.24$ times the threshold. The rate at $k_c$ is

$$s(k_c)=Mk_c^2\left(\frac{a^2}{4\gamma}-W''\right)
=-2.45\times10^{-3}\ \mathrm{s^{-1}} .$$

In a periodic length of four critical wavelengths, the least damped ripple has rate $-2.23\times10^{-4}$ s⁻¹. It is the longest one, with $k=k_c/4$, as expected for $r>9/8$.

**A film of 2.5 nm.** Now $W''=(2\times10^{17})e^{-5}=1.35\times10^{15}$ J/m⁴ and $r=0.303$. With $\sqrt{1-r}=0.835$, the band runs from $1.10\times10^7$ to $1.22\times10^8$ m⁻¹, or from wavelengths of $570$ nm down to $51.4$ nm. The fastest ripple has

$$k_m=\frac{k_c}{4}\left(3+\sqrt{9-8r}\right)
=9.27\times10^7\ \mathrm{m^{-1}},$$

a wavelength of $67.8$ nm. Its growth rate is $2.08\times10^{-3}$ s⁻¹, so its amplitude grows by a factor $e$ in about $481$ s while the linear theory holds. One extra nanometre of thickness has changed decay at every wavelength into growth over a broad band.

Two further tests bear on these results. Combining finite-element elastic energies with directly averaged capillary energies, and finding the largest $W''$ needed to offset their sum over a range of $k$, gave a threshold of $4.436\times10^{15}$ J/m⁴, $0.2\%$ below the formula. This difference fits the elastic coefficient: at $k_c$ the stress term $ak_c$ is twice the threshold, so a deficit of $0.1\%$ in $a$ lowers the required $W''$ by $0.2\%$. Separately, linearising the diffusion equation numerically, with full curvature and wetting force but the linear elastic response, reproduced the quoted growth rate and least damped rate. The values are in the numerical output.

## If wetting multiplies the true surface area

Some models use a thickness-dependent surface energy $\gamma+W(h)$ per true area. The integrand is then

$$[\gamma+W(h)]\sqrt{1+|\nabla h|^2}.$$

To second order, the slope term acquires the coefficient $\gamma+W(h_0)$. The product of $W'h_1$ and $|\nabla h_1|^2$ is third order and drops out. For $\gamma+W(h_0)>0$, the criterion becomes

$$W''(h_0)>\frac{a^2}{4[\gamma+W(h_0)]}.$$

In the example $W(h_c)=1.11\times10^{-3}$ J/m², about $0.1\%$ of $\gamma$. Evaluated at that thickness, the threshold falls by the same fraction, to $4.440\times10^{15}$ J/m⁴. The distinction is negligible here, but it need not be when $W$ is comparable with $\gamma$.

## Where the criterion stops applying

If film and substrate have different elastic constants, the interface affects the added field and $a$ becomes a function of $kh_0$. With the other terms unchanged, $W''$ must then exceed $a(kh_0)k-\gamma k^2$ at every $k>0$, and the bound need not be $a^2/(4\gamma)$ with a constant $a$. The shift can be large. In the example, a substrate with the same $\nu$ and a Young's modulus 25% higher lowers the threshold at 1.9 nm to about $3.3\times10^{15}$ J/m⁴ and raises $h_c$ to about 2.05 nm. On a rigid substrate $a\simeq\sigma_0^2kh_0/\mu$ for small $kh_0$, with $\mu$ the shear modulus of the film, and a sufficiently thin film is stable even with $W''=0$.

The other idealisations matter for real films too. Surface stress makes tension and compression inequivalent: in the example a tensile surface stress of 1 N/m raises the threshold by about 3.6% for a tensile film and lowers it by about 3% for a compressed one. Elastic anisotropy of a crystal makes $a$ depend on the ripple direction, and the direction with the largest $a$ then sets the threshold. On a facet, where $\gamma$ has a cusp, the quadratic capillary term does not apply. The film must also stay coherent, which misfit dislocations prevent beyond a thickness that decreases as $f$ increases.

Linear stability also does not exclude a lower energy at large amplitude. A sufficiently large disturbance may leave the range in which the quadratic energy is valid, and the criterion says nothing about its fate.

In the example, linearising $W$ requires amplitudes well below $\delta=0.5$ nm. That is an atomic scale, where a smooth surface height can at best describe an average over many sites. The numbers show how the continuum model behaves; they do not predict the critical thickness of a real film.

## Computed values

```
Young's modulus E = 100 GPa
Poisson's ratio nu = 0.25
misfit strain = 0.020
surface energy gamma = 1.00 J/m^2
wetting strength W0 = 0.050 J/m^2
wetting range delta = 0.50 nm
mobility M = 1.0e-34 m^6/(J s)
film stress sigma0 = 2.6667 GPa
stress coefficient a = 1.3333e+08 J/m^3
predicted a E/sigma0^2 = 1.8750
thin film: k h0 = 0.1269
  finite-element energy coefficient = 1.8732
  finite-element strain coefficient = 1.8732
thick film: k h0 = 1
  finite-element energy coefficient = 1.8716
  finite-element strain coefficient = 1.8716
threshold a^2/(4 gamma) = 4.4444e+15 J/m^4
threshold from energy scan = 4.4361e+15 J/m^4
threshold if W multiplies true area = 4.4395e+15 J/m^4
critical wavenumber k_c = 6.6667e+07 1/m
critical wavelength = 94.25 nm
critical thickness h_c = 1.903 nm
wetting energy W(h_c) = 1.111e-03 J/m^2
critical thickness at half misfit = 3.290 nm
stable film: h0 = 1.50 nm
  W'' = 9.9574e+15 J/m^4
  W''/threshold = 2.2404
  rate at k_c = -2.4502e-03 1/s
unstable film: h0 = 2.50 nm
  W'' = 1.3476e+15 J/m^4
  W''/threshold = 0.3032
  rate at k_c = 1.3764e-03 1/s
unstable film, band and fastest ripple:
  k_low = 1.1017e+07 1/m
  k_high = 1.2232e+08 1/m
  longest unstable wavelength = 570.3 nm
  shortest unstable wavelength = 51.37 nm
  fastest wavenumber k_m = 9.2734e+07 1/m
  fastest wavelength = 67.75 nm
  growth rate s(k_m) = 2.0788e-03 1/s
  rate from numerical Jacobian = 2.0788e-03 1/s
  growth time 1/s(k_m) = 481.0 s
stable film, least damped ripple in a box of 4 critical wavelengths:
  rate from formula = -2.2258e-04 1/s
  rate from numerical Jacobian = -2.2258e-04 1/s
```
